# The Infinite-Cylinder Coulomb Kernel and the Logarithm of a Neutral Wire, part 1

(Sections cited here and not found follow in the second part.)

## 1. The cylinder kernel and its limit at small axial wavevector

A plane-wave calculation of a nanowire puts the wire in a box that repeats in all three directions, although the real wire repeats along its axis alone. To remove the interaction between lateral copies, one can cut the Coulomb interaction off outside a cylinder. Two decisions must then be made before the calculation can run: which numbers to enter for the reciprocal vectors with zero axial component, where the cut-off kernel is infinite, and how large to make the cylinder and the lateral cell. Both follow from the form of the kernel at small axial wavevector.

### Definition and conventions

Hartree atomic units are used, so that two unit charges at distance \(r\) have the energy \(1/r\). The wire runs along \(z\), and \(\boldsymbol\rho\) is the position in the plane across it, with \(\rho=|\boldsymbol\rho|\). The truncated interaction depends on the separation \((\boldsymbol\rho,z)\) of two charges:

\[
u(\boldsymbol\rho,z)=\frac{\theta(R-\rho)}{\sqrt{\rho^2+z^2}} .
\tag{1}
\]

Here \(\theta\) is the unit step and \(R\) is the truncation radius. The cylinder is drawn around each charge, not around the wire, because \(\rho\) is the lateral distance between two charges. There is no cut along \(z\).

For a reciprocal vector with lateral part \(\mathbf g\) and axial part \(G_z\), write \(g=|\mathbf g|\) and \(q=|G_z|\). The kernel is the Fourier transform

\[
v(g,q)=\int d^2\rho\int_{-\infty}^{\infty}dz\;
u(\boldsymbol\rho,z)\,e^{-i\mathbf g\cdot\boldsymbol\rho-iG_zz}.
\tag{2}
\]

It depends on the magnitudes alone, since \(u\) is unchanged by rotations about the axis and by \(z\to-z\). For now \(q>0\). At \(q=0\) the axial integral diverges, because \(1/|z|\) is not integrable at large \(|z|\).

### The axial integral

The first task is the integral over \(z\) at fixed \(\rho>0\). The Gaussian integral \(\int_0^\infty e^{-s^2r^2}ds=\sqrt\pi/(2r)\) gives

\[
\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty ds\,e^{-s^2\rho^2}e^{-s^2z^2},
\qquad r^2=\rho^2+z^2 .
\tag{3}
\]

We want to integrate over \(z\) before \(s\). For \(s\) above a small \(s_0\) the double integral converges absolutely, so the order may be changed. The part with \(s<s_0\) is a positive function of \(z\) that decreases with \(|z|\) and never exceeds \(2s_0/\sqrt\pi\). For such a function the second mean value theorem bounds the cosine integral over a half line by its value at \(z=0\) divided by \(q\). This part therefore vanishes as \(s_0\to0\), and the exchange is allowed for each \(q>0\).

Completing the square in the exponent gives

\[
\int_{-\infty}^{\infty}dz\,e^{-s^2z^2-iG_zz}
=\frac{\sqrt\pi}{s}\,e^{-q^2/(4s^2)} .
\tag{4}
\]

The factors of \(\sqrt\pi\) from (3) and (4) cancel, and the axial transform is

\[
w_q(\rho)=2\int_0^\infty\frac{ds}{s}
\exp\!\left(-s^2\rho^2-\frac{q^2}{4s^2}\right).
\tag{5}
\]

Now put \(s^2=(q/2\rho)e^t\). Then \(2\,ds/s=dt\), and the two terms in the exponent become \(-(q\rho/2)e^t\) and \(-(q\rho/2)e^{-t}\), which add to \(-q\rho\cosh t\). The integrand is even in \(t\), so

\[
w_q(\rho)=\int_{-\infty}^{\infty}dt\,e^{-q\rho\cosh t}=2K_0(q\rho),
\qquad
K_0(x)=\int_0^\infty dt\,e^{-x\cosh t}.
\tag{6}
\]

A charge distribution that oscillates along the axis with wavevector \(q\) thus has a lateral interaction \(2K_0(q\rho)\), which decays exponentially beyond \(\rho\sim1/q\): positive and negative stretches cancel when seen from farther away. As \(q\to0\) this screening length grows without limit, and the logarithm appears. For \(\rho=2\) bohr and \(q=0.5\) bohr\(^{-1}\), direct quadrature over \(z\) and \(2K_0(1)\) both give 0.842049.

### The integral over the disc

With polar coordinates in the plane, the angle enters through \(e^{-ig\rho\cos\phi}\), whose integral over a full turn is \(2\pi J_0(g\rho)\). Equations (2) and (6) then give

\[
v(g,q)=4\pi\int_0^R d\rho\,\rho\,J_0(g\rho)K_0(q\rho).
\tag{7}
\]

The integral can be done because \(J_0\) and \(K_0\) obey related differential equations,

\[
(xJ_0')'=-xJ_0,\qquad (xK_0')'=xK_0,
\tag{8}
\]

in which a prime is a derivative with respect to \(x\). With \(J_1=-J_0'\) and \(K_1=-K_0'\), these equations read \((xJ_1)'=xJ_0\) and \((xK_1)'=-xK_0\). Consider the function

\[
F(\rho)=g\rho\,J_1(g\rho)K_0(q\rho)-q\rho\,J_0(g\rho)K_1(q\rho).
\tag{9}
\]

The chain rule gives the derivative of its first term,

\[
\frac{d}{d\rho}\big[g\rho J_1K_0\big]
=g^2\rho\,J_0K_0-gq\rho\,J_1K_1 ,
\tag{10}
\]

where \(J\) functions have the argument \(g\rho\) and \(K\) functions the argument \(q\rho\). For the second term, \(dJ_0/d\rho=-gJ_1\) and \(d(q\rho K_1)/d\rho=-q^2\rho K_0\), so

\[
-\frac{d}{d\rho}\big[J_0\,q\rho K_1\big]
=gq\rho\,J_1K_1+q^2\rho\,J_0K_0 .
\tag{11}
\]

The mixed products cancel in the sum:

\[
\frac{dF}{d\rho}=(g^2+q^2)\,\rho\,J_0(g\rho)K_0(q\rho).
\tag{12}
\]

The integral in (7) is therefore \([F(R)-F(0)]/(g^2+q^2)\). The lower limit needs care, because \(K_0\) and \(K_1\) diverge at the origin. There \(J_1(g\rho)\) vanishes as \(g\rho/2\) while \(K_0\) grows as a logarithm, so the first term of \(F\) goes to zero. In the second term \(J_0\to1\) and \(q\rho K_1(q\rho)\to1\), as shown below. Hence \(F(0)=-1\), and

\[
\boxed{
v(g,q)=\frac{4\pi}{g^2+q^2}
\Big[1+gR\,J_1(gR)K_0(qR)-qR\,J_0(gR)K_1(qR)\Big]}
\tag{13}
\]

for \(q>0\). This is the Rozzi kernel of the infinite cylinder. The 1 in the bracket comes from the axis, where the interaction is the bare one, and the Bessel terms come from the surface at \(\rho=R\).

For \(qR\gg1\) both \(K\) functions are exponentially small, and at fixed \(g\) (13) returns the bare kernel \(4\pi/(g^2+q^2)\): the interaction (6) has died out before it reaches the cut. With \(R=10\) bohr, \(g=0\) and \(q=0.5\) bohr\(^{-1}\), the bare value is 50.265 bohr\(^2\) and the truncated one 49.249 bohr\(^2\), which is 2.0 % smaller relative to the bare value. At \(g=2\) and \(q=1.2\) bohr\(^{-1}\) both are 2.30999 bohr\(^2\) to the digits given. Numerical integration of the definition (2) agrees with (13) in these cases.

### Small arguments of the K functions

To take \(q\to0\) we need \(K_0(x)\) near \(x=0\). Substitute \(y=(x/2)e^t\) in (6):

\[
K_0(x)=\int_{x/2}^{\infty}\frac{dy}{y}\,
\exp\!\left(-y-\frac{x^2}{4y}\right).
\tag{14}
\]

Throughout the range \(x^2/(4y)\le x/2\), so this part of the exponent may be dropped as \(x\to0\). Integration by parts of what remains gives

\[
\int_{x/2}^\infty\frac{dy}{y}e^{-y}
=-e^{-x/2}\ln\frac x2+\int_{x/2}^\infty dy\,e^{-y}\ln y
\;\longrightarrow\;-\ln\frac x2-\gamma ,
\tag{15}
\]

where \(\gamma=-\int_0^\infty e^{-y}\ln y\,dy\approx0.5772\) is Euler's constant.

The next order is needed too. Let \(\mathcal L=-\ln(x/2)-\gamma\), so that \(\mathcal L'=-1/x\). The power series solution of (8) about \(x=0\) contains even powers of \(x\), some multiplied by the logarithm, and the next term is

\[
K_0(x)=\mathcal L+\frac{x^2}{4}(\mathcal L+1)+O(x^4\ln x).
\tag{16}
\]

To verify it, differentiate and multiply by \(x\):

\[
xK_0'=-1+\frac{x^2}{2}(\mathcal L+1)-\frac{x^2}{4}+\dots
\tag{17}
\]

A further derivative gives \(x(\mathcal L+1)-x/2-x/2=x\mathcal L\), which is \(xK_0\) to this order, as (8) requires. Changing the sign of (17) gives

\[
xK_1(x)=1-\frac{x^2}{2}\Big(\mathcal L+\frac12\Big)+O(x^4\ln x),
\tag{18}
\]

which also supplies the limit used at the lower end of (12).

### The logarithm and the finite part

The logarithm of a length needs a reference length \(\ell\), which is arbitrary. Define

\[
\Lambda(q)=\ln\frac{2}{q\ell}-\gamma .
\tag{19}
\]

Then (15) says that \(K_0(q\rho)\to\Lambda(q)-\ln(\rho/\ell)\). For \(g>0\) the prefactor in (13) stays finite, so leading orders suffice, with \(K_0(qR)\to\Lambda-\ln(R/\ell)\) and \(qRK_1(qR)\to1\):

\[
v(g,q)\to\frac{4\pi}{g^2}
\Big[1-J_0(gR)+gRJ_1(gR)\Big(\Lambda-\ln\frac R\ell\Big)\Big].
\tag{20}
\]

Separating the term with \(\Lambda\), we write

\[
v(g,q)=2\Lambda(q)\,S(g)+v_0(g)+o(1),
\qquad S(g)=\frac{2\pi R\,J_1(gR)}{g},
\tag{21}
\]

\[
v_0(g)=\frac{4\pi}{g^2}
\Big[1-J_0(gR)-gR\,\ln\frac R\ell\,J_1(gR)\Big].
\tag{22}
\]

At \(g=0\) the prefactor is \(4\pi/q^2\), and the bracket must be known to order \(q^2\). Equation (18) with \(x=qR\), for which \(\mathcal L=\Lambda-\ln(R/\ell)\), gives

\[
v(0,q)=\frac{4\pi}{q^2}\big[1-qRK_1(qR)\big]
\to2\pi R^2\Big(\Lambda-\ln\frac R\ell+\frac12\Big).
\tag{23}
\]

Thus \(S(0)=\pi R^2\) and

\[
v_0(0)=\pi R^2\Big(1-2\ln\frac R\ell\Big).
\tag{24}
\]

These are also the limits of (21) and (22) as \(g\to0\), because \(J_1(x)\approx x/2\) and \(1-J_0(x)\approx x^2/4\).

Real space shows what the two parts mean. Integrating \((\rho J_1(g\rho))'=g\rho J_0(g\rho)\) over the disc shows that \(S(g)\) is the transform of a function equal to 1 for \(\rho<R\) and 0 outside. The divergent part of the interaction is therefore the constant \(2\Lambda\) inside the disc. The finite part should be the transform of \(-2\ln(\rho/\ell)\) in the same disc, and integration by parts confirms it:

\[
\begin{aligned}
-4\pi\int_0^R d\rho\,\rho J_0(g\rho)\ln\frac\rho\ell
&=-\frac{4\pi}{g}\Big[RJ_1(gR)\ln\frac R\ell-\int_0^Rd\rho\,J_1(g\rho)\Big]\\
&=-\frac{4\pi R}{g}J_1(gR)\ln\frac R\ell+\frac{4\pi}{g^2}\big[1-J_0(gR)\big].
\end{aligned}
\tag{25}
\]

The last step uses \(\int_0^RJ_1(g\rho)\,d\rho=[1-J_0(gR)]/g\). The result is (22).

The remainder in (21) is small uniformly in \(g\). It is the transform, over the disc, of the higher terms of \(2K_0(q\rho)\) in (16), and the modulus of a Fourier integral cannot exceed the integral of the modulus. The remainder is thus at most of order \(q^2R^4|\ln(qR)|\), whatever \(g\) is. This lets us take the limit inside sums over \(\mathbf g\).

For \(R=10\) bohr, \(\ell=1\) bohr and \(q=10^{-4}\) bohr\(^{-1}\), equation (19) gives \(\Lambda=9.32627\). At \(g=0.31416\) bohr\(^{-1}\), \(S=56.9231\) and \(v_0=-96.0791\) bohr\(^2\), so (21) predicts \(2(9.32627)(56.9231)-96.0791=965.681\) bohr\(^2\), which agrees with (13) to these digits. The logarithm is present at this nonzero \(g\), as it is wherever \(J_1(gR)\ne0\). Assigning a value to the single element \(\mathbf g=0\) cannot remove it.

## 2. Cancellation in a neutral wire

The lateral wavevector has magnitude \(g\), the axial one magnitude \(q\), and the interaction is cut at lateral distance \(R\). Between charge profiles that oscillate along the axis with wavevector \(q\), the lateral interaction is \(2K_0(q\rho)\) for \(\rho<R\) and zero outside, and its transform is the kernel \(v(g,q)\) of (13). As \(q\to0\), (21) gives \(v=2\Lambda S+v_0+o(1)\), with \(\Lambda=\ln(2/q\ell)-\gamma\). Here \(S\) is the transform of the unit disc of radius \(R\), and \(v_0\) is the transform of \(-2\ln(\rho/\ell)\) in that disc. The length \(\ell\) is arbitrary.

### Energy per length

Let \(n(\boldsymbol\rho)\) be the total charge density of the wire averaged along the axis, with ions positive and electrons negative. Its charge per length and its transform are

\[
\lambda=\int d^2\rho\,n(\boldsymbol\rho),\qquad
n(\mathbf g)=\int d^2\rho\,n(\boldsymbol\rho)e^{-i\mathbf g\cdot\boldsymbol\rho},
\qquad n(\mathbf g=0)=\lambda .
\tag{26}
\]

We take \(n\) to be square integrable, as it is when ionic charges are smeared into Gaussians. Components of the density that vary along the axis have \(q>0\) and meet a finite kernel, so the average alone needs a limit.

To approach that limit, multiply the profile by \(\sqrt2\cos(qz)\). The square of this factor averages to one for each \(q>0\), so the energy per length tends, where a limit exists, to that of the unmodulated profile. In a lateral lattice with translations \(\mathbf T\) and cell area \(A\), the energy per axial length of one cell is

\[
W(q)=\frac12\int d^2\rho\int d^2\rho'\,n(\boldsymbol\rho)n(\boldsymbol\rho')
\sum_{\mathbf T}2K_0(q d_{\mathbf T})\,\theta(R-d_{\mathbf T}),
\tag{27}
\]

with \(d_{\mathbf T}=|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|\). The factor \(\tfrac12\) avoids double counting. The lattice sum is a periodic function of \(\boldsymbol\rho-\boldsymbol\rho'\). Its Fourier coefficient is the integral over one cell divided by \(A\), and the integrals over all translated cells join into one integral over the plane, which is \(v\). Therefore

\[
\sum_{\mathbf T}2K_0(qd_{\mathbf T})\theta(R-d_{\mathbf T})
=\frac1A\sum_{\mathbf g}v(g,q)\,e^{i\mathbf g\cdot(\boldsymbol\rho-\boldsymbol\rho')},
\tag{28}
\]

and inserting this into (27) gives

\[
W(q)=\frac1{2A}\sum_{\mathbf g}|n(\mathbf g)|^2\,v(g,q).
\tag{29}
\]

The kernel has been split at small \(q\) into a logarithmic part, present wherever \(J_1(gR)\ne0\) as well as at \(\mathbf g=0\), and a finite part \(v_0\), and the energy per length has been written as a sum over \(\mathbf g\). It remains to find when the logarithm cancels from that sum for a neutral wire, and what this requires of \(R\) and the lateral cell.
